# Canonical Sampling with Noisy Forces: Covariance-Matched Friction and Uncorrected Heating: a program that tests the result

```python
# RESULT UNDER TEST
# Langevin dynamics driven by forces with random error of covariance C(R),
# independent at each step of length dt, samples exp(-H/kT) when the friction
# matrix is  Gamma = Gamma0 + dt*C/(2 kT).  Gamma0 is the friction of an
# ordinary bath that brings its own noise.  Without the added term it heats.
# Symbols: x positions, p momenta, mass, stiffness (harmonic force constants),
# gamma0 bath friction rate (Gamma0 = gamma0*mass), kT thermal energy.
# All quantities are in Hartree atomic units unless a label says otherwise.
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import solve_discrete_lyapunov

hartree_per_kelvin = constants.value("kelvin-hartree relationship")
time_unit_fs = constants.value("atomic unit of time") * 1e15
temperature = 300.0
kT = temperature * hartree_per_kelvin
dt = 20.0
gamma0 = 1.0e-4
m1, k1 = 2000.0, 0.05
sigma = 0.005
c0 = sigma**2


def kelvin(energy):
    return energy / hartree_per_kelvin


# ---- Fokker-Planck operator on the canonical density, general U and C ----
def test_fokker_planck():
    q = sp.symbols("x y", real=True)
    p = sp.symbols("p_x p_y", real=True)
    m = sp.symbols("m_x m_y", positive=True)
    theta, step = sp.symbols("theta step", positive=True)
    a, b, c = sp.symbols("a b c", real=True)
    bath = sp.Matrix([[a, b], [b, c]])
    cxx, cxy, cyy = [sp.Function(n)(*q) for n in ("cxx", "cxy", "cyy")]
    cov = sp.Matrix([[cxx, cxy], [cxy, cyy]])
    U = sp.Function("U")(*q)
    H = U + sum(p[i]**2 / (2 * m[i]) for i in range(2))
    rho = sp.exp(-H / theta)
    noise = 2 * theta * bath + step * cov

    def residual(friction):
        out = 0
        for i in range(2):
            out += -p[i] / m[i] * sp.diff(rho, q[i])
            out += sp.diff(U, q[i]) * sp.diff(rho, p[i])
            for j in range(2):
                out += sp.diff(friction[i, j] * p[j] / m[j] * rho, p[i])
                out += noise[i, j] * sp.diff(rho, p[i], p[j]) / 2
        return sp.simplify(out / rho)

    assert residual(bath + step * cov / (2 * theta)) == 0
    v = sp.Matrix([p[0] / m[0], p[1] / m[1]])
    expected = step / 2 * ((v.T * cov * v)[0] / theta**2
                           - (cxx / m[0] + cyy / m[1]) / theta)
    assert sp.simplify(residual(bath) - expected) == 0


test_fokker_planck()


# ---- Linear form of the integrator for a harmonic system ----
def linear_step(mass, stiffness, friction, step):
    d = len(mass)
    eye, zero = np.eye(d), np.zeros((d, d))
    x = np.hstack([eye, zero, zero])
    p = np.hstack([zero, eye, zero])
    random_force = np.hstack([zero, zero, eye])
    inv_m = 1.0 / mass[:, None]
    x_mid = x + 0.5 * step * inv_m * p
    damping = 0.5 * step * friction / mass[None, :]
    right = (eye - damping) @ p + step * (-stiffness @ x_mid + random_force)
    p_new = np.linalg.solve(eye + damping, right)
    x_new = x_mid + 0.5 * step * inv_m * p_new
    full = np.vstack([x_new, p_new])
    return full[:, :2 * d], full[:, 2 * d:]


def stationary(mass, stiffness, cov, step, corrected):
    """Position covariance at step ends; momentum covariance at the
    stochastic map (after the first half kick)."""
    d = len(mass)
    bath = gamma0 * np.diag(mass)
    friction = bath + (step * cov / (2 * kT) if corrected else 0.0)
    A, B = linear_step(mass, stiffness, friction, step)
    assert max(abs(np.linalg.eigvals(A))) < 1
    random_cov = cov + 2 * kT * bath / step
    full = solve_discrete_lyapunov(A, B @ random_cov @ B.T)
    to_p = np.hstack([-0.5 * step * stiffness,
                      np.eye(d) - 0.25 * step**2 * stiffness / mass[None, :]])
    return full[:d, :d], to_p @ full @ to_p.T


mass2 = np.array([2000.0, 4000.0])
stiff2 = np.array([[0.05, 0.01], [0.01, 0.08]])
cov2 = c0 * np.array([[1.0, 0.3], [0.3, 0.5]])


def position_temperatures(xcov):
    return np.sort(kelvin(np.linalg.eigvals(stiff2 @ xcov).real))


for trial_step in (dt, 150.0):
    xc, pc = stationary(mass2, stiff2, cov2, trial_step, True)
    assert np.allclose(stiff2 @ xc / kT, np.eye(2), atol=1e-7)
    scale = np.sqrt(np.outer(mass2, mass2))
    assert np.allclose(pc / (kT * scale), np.eye(2), atol=1e-7)
    xu, pu = stationary(mass2, stiff2, cov2, trial_step, False)
    kinetic = np.sum(np.diag(pu) / mass2) / 2
    balance = kT + trial_step * np.sum(np.diag(cov2) / mass2) / (4 * gamma0)
    assert abs(kinetic / balance - 1) < 1e-7

xc, pc = stationary(mass2, stiff2, cov2, dt, True)
xu, pu = stationary(mass2, stiff2, cov2, dt, False)
temps_corrected = position_temperatures(xc)
temps_uncorrected = position_temperatures(xu)
kinetic2 = np.sum(np.diag(pu) / mass2) / 2
assert temps_uncorrected[1] / temps_uncorrected[0] > 1.05

one_mass, one_k, one_c = np.array([m1]), np.array([[k1]]), np.array([[c0]])
x1u, p1u = stationary(one_mass, one_k, one_c, dt, False)
x1c, p1c = stationary(one_mass, one_k, one_c, dt, True)
kT_hot = kT + dt * c0 / (2 * gamma0 * m1)
assert abs(k1 * x1u[0, 0] / kT_hot - 1) < 1e-7
assert abs(p1u[0, 0] / m1 / kT_hot - 1) < 1e-7
assert abs(k1 * x1c[0, 0] / kT - 1) < 1e-7

# ---- Energy growth with no friction and no bath ----
A, B = linear_step(mass2, stiff2, np.zeros((2, 2)), dt)
full = np.zeros((4, 4))
full[:2, :2] = kT * np.linalg.inv(stiff2)
full[2:, 2:] = kT * np.diag(mass2)


def mean_energy(c):
    return 0.5 * np.trace(stiff2 @ c[:2, :2]) + 0.5 * np.sum(
        np.diag(c[2:, 2:]) / mass2)


energy_start, n_heat = mean_energy(full), 2000
for _ in range(n_heat):
    full = A @ full @ A.T + B @ cov2 @ B.T
rate_measured = (mean_energy(full) - energy_start) / (n_heat * dt)
rate_formula = 0.5 * dt * np.sum(np.diag(cov2) / mass2)
assert abs(rate_measured / rate_formula - 1) < 0.01


# ---- One coordinate, force variance c0*(1+(x/length)^2) ----
def step_1d(x, p, z_force, z_bath, quartic, length, step, corrected):
    x_mid = x + 0.5 * step * p / m1
    variance = c0 * (1 + (x_mid / length)**2)
    rate = gamma0 + (step * variance / (2 * kT * m1) if corrected else 0.0)
    random_force = (np.sqrt(variance) * z_force
                    + np.sqrt(2 * m1 * gamma0 * kT / step) * z_bath)
    force = -k1 * x_mid - quartic * x_mid**3
    g = 0.5 * step * rate
    p_new = ((1 - g) * p + step * (force + random_force)) / (1 + g)
    return x_mid + 0.5 * step * p_new / m1, p_new


quartic, short_length, long_length = 2.0, 0.1, 0.4
grid = np.linspace(-0.9, 0.9, 361)
boltzmann = np.exp(-(k1 * grid**2 / 2 + quartic * grid**4 / 4) / kT)
x2_exact = np.sum(boltzmann * grid**2) / np.sum(boltzmann)


def one_step_defect(step):
    """Change of <x p> in one step started from the canonical density."""
    pn, pw = np.polynomial.hermite_e.hermegauss(24)
    zn, zw = np.polynomial.hermite_e.hermegauss(3)
    x, p, za, zb = np.ix_(grid, np.sqrt(m1 * kT) * pn, zn, zn)
    wx, wp, wa, wb = np.ix_(boltzmann, pw, zw, zw)
    weight = wx * wp * wa * wb
    xn, pnew = step_1d(x, p, za, zb, quartic, short_length, step, True)
    return np.sum(weight * (xn * pnew - x * p)) / np.sum(weight)


defect_ratio = one_step_defect(dt) / one_step_defect(dt / 2)
assert 7 < defect_ratio < 9

rng = np.random.default_rng(20)
walkers = 16000


def trajectory_moments(quart, length, corrected, burn, keep, x, p):
    x2, x4, count = 0.0, 0.0, 0
    for n in range(burn + keep):
        za, zb = rng.standard_normal((2, walkers))
        x, p = step_1d(x, p, za, zb, quart, length, dt, corrected)
        if n >= burn and n % 10 == 0:
            square = x * x
            x2 += square.mean()
            x4 += (square * square).mean()
            count += 1
    return x2 / count, x4 / count


start_p = np.sqrt(2 * m1 * kT) * rng.standard_normal(walkers)
x2_corrected, _ = trajectory_moments(quartic, short_length, True, 1500, 1500,
                                     np.zeros(walkers), start_p)
assert abs(x2_corrected / x2_exact - 1) < 0.02  # sampling error below 1%

# ---- Feedback heating, harmonic well, no correction ----
feedback = dt * c0 / (2 * gamma0 * m1 * k1 * long_length**2)
kT_feedback = kT_hot / (1 - feedback)


def continuum_moments(order, r, friction, lower):
    """Stationary moments <x^i p^j>, i+j=order, with m=k=1 and noise
    strength 2*friction*(1+r*x^2); lower holds the moments of order-2."""
    mat, rhs = np.zeros((order + 1, order + 1)), np.zeros(order + 1)
    for j in range(order + 1):
        i = order - j
        mat[j, j] -= friction * j
        if i > 0:
            mat[j, j + 1] += i
        if j > 0:
            mat[j, j - 1] -= j
        if j > 1:
            mat[j, j - 2] += friction * r * j * (j - 1)
            rhs[j] -= friction * j * (j - 1) * lower[j - 2]
    return np.linalg.solve(mat, rhs)


omega = np.sqrt(k1 / m1)
second = continuum_moments(2, feedback, gamma0 / omega, [1.0])
fourth = continuum_moments(4, feedback, gamma0 / omega, second)
assert abs(second[0] * (1 - feedback) - 1) < 1e-10
shape_continuum = fourth[0] / (3 * second[0]**2)
shape_formula = 2 * (1 - feedback) / (2 - 3 * feedback)
assert abs(shape_continuum / shape_formula - 1) < 0.01
x2_hot, x4_hot = trajectory_moments(
    0.0, long_length, False, 3000, 1500,
    np.sqrt(kT / k1) * rng.standard_normal(walkers),
    np.sqrt(m1 * kT) * rng.standard_normal(walkers))
shape_sampled = x4_hot / (3 * x2_hot**2)
assert abs(k1 * x2_hot / kT_feedback - 1) < 0.04  # sampling and step error
assert abs(shape_sampled / shape_continuum - 1) < 0.06  # fourth-moment noise


# ---- Two-valued force noise (+s or -s, excess kurtosis -2), free particle ----
def momentum_statistics(rate_times_step):
    g = rate_times_step / 2
    keep = (1 - g) / (1 + g)
    kick = np.sqrt(2 * rate_times_step) / (1 + g)  # unit target variance
    m2, m4 = 1.5, 5.0
    for _ in range(int(40 / rate_times_step)):
        m4 = keep**4 * m4 + 6 * keep**2 * kick**2 * m2 + kick**4
        m2 = keep**2 * m2 + kick**2
    return m2, m4 / m2**2 - 3


added_rate = dt * c0 / (2 * kT * m1)
for product in (0.3, added_rate * dt):
    variance_p, excess = momentum_statistics(product)
    assert abs(variance_p - 1) < 1e-9
    assert abs(excess + 2 * product / (1 + product**2 / 4)) < 1e-8

# ---- Numbers for the text ----
print(f"Target temperature: {temperature:.1f} K")
print(f"Thermal energy kT: {kT:.6e} hartree")
print(f"Time step: {dt:.1f} a.u. = {dt*time_unit_fs:.4f} fs")
print(f"Bath friction rate gamma0: {gamma0:.3e} 1/a.u.")
print("ONE OSCILLATOR")
print(f"Mass: {m1:.1f} electron masses")
print(f"Spring constant: {k1:.3f} hartree/bohr^2")
print(f"Angular frequency: {omega:.6f} 1/a.u.")
print(f"Force error, standard deviation: {sigma:.4f} hartree/bohr")
print(f"Force variance c0: {c0:.3e} (hartree/bohr)^2")
print(f"Added friction rate: {added_rate:.4e} 1/a.u.")
print(f"Total friction rate: {gamma0+added_rate:.4e} 1/a.u.")
print(f"Uncorrected temperature, formula: {kelvin(kT_hot):.2f} K")
print(f"Uncorrected, covariance equation: {kelvin(k1*x1u[0,0]):.2f} K")
print(f"Corrected, covariance equation: {kelvin(k1*x1c[0,0]):.2f} K")
print("TWO COUPLED COORDINATES")
print(f"Masses: {mass2[0]:.1f}, {mass2[1]:.1f} electron masses")
print(f"Stiffness 11, 12, 22: {stiff2[0,0]:.3f}, {stiff2[0,1]:.3f}, "
      f"{stiff2[1,1]:.3f} hartree/bohr^2")
print(f"Force covariance 11, 12, 22: {cov2[0,0]:.3e}, {cov2[0,1]:.3e}, "
      f"{cov2[1,1]:.3e} (hartree/bohr)^2")
added2 = dt * cov2 / (2 * kT)
print(f"Added friction matrix 11, 12, 22: {added2[0,0]:.5f}, "
      f"{added2[0,1]:.5f}, {added2[1,1]:.5f} a.u.")
print(f"Uncorrected mean kinetic temperature: {kelvin(kinetic2):.2f} K")
print(f"Uncorrected position temperatures: {temps_uncorrected[0]:.2f}, "
      f"{temps_uncorrected[1]:.2f} K")
print(f"Corrected position temperatures: {temps_corrected[0]:.2f}, "
      f"{temps_corrected[1]:.2f} K")
print(f"Frictionless heating, formula: {rate_formula:.5e} hartree/a.u.")
print(f"Frictionless heating, propagated: {rate_measured:.5e} hartree/a.u.")
rise = kelvin(rate_formula / 2) * 1000 / time_unit_fs
print(f"Frictionless temperature rise: {rise:.1f} K/ps")
print("ANHARMONIC WELL, POSITION-DEPENDENT NOISE, CORRECTED")
print(f"Quartic constant q in q*x^4/4: {quartic:.1f} hartree/bohr^4")
print(f"Noise length: {short_length:.2f} bohr")
print(f"Mean x^2, Boltzmann integral: {x2_exact:.6f} bohr^2")
print(f"Mean x^2, trajectories: {x2_corrected:.6f} bohr^2")
print(f"One-step defect ratio on halving the step: {defect_ratio:.3f}")
print("HARMONIC WELL, POSITION-DEPENDENT NOISE, UNCORRECTED")
print(f"Noise length: {long_length:.2f} bohr")
print(f"Feedback ratio r: {feedback:.5f}")
print(f"Temperature with feedback, formula: {kelvin(kT_feedback):.1f} K")
print(f"Temperature with feedback, trajectories: {kelvin(k1*x2_hot):.1f} K")
print(f"Shape <x^4>/(3<x^2>^2), weak-friction formula: {shape_formula:.4f}")
print(f"Shape, moment equations: {shape_continuum:.4f}")
print(f"Shape, trajectories: {shape_sampled:.4f}")
print("TWO-VALUED FORCE NOISE, FREE PARTICLE, NO BATH")
print(f"Added friction rate times step: {added_rate*dt:.5e}")
print(f"Momentum excess kurtosis: {excess:.5e}")
print("verified")
```

Running it gives:

```
Target temperature: 300.0 K
Thermal energy kT: 9.500435e-04 hartree
Time step: 20.0 a.u. = 0.4838 fs
Bath friction rate gamma0: 1.000e-04 1/a.u.
ONE OSCILLATOR
Mass: 2000.0 electron masses
Spring constant: 0.050 hartree/bohr^2
Angular frequency: 0.005000 1/a.u.
Force error, standard deviation: 0.0050 hartree/bohr
Force variance c0: 2.500e-05 (hartree/bohr)^2
Added friction rate: 1.3157e-04 1/a.u.
Total friction rate: 2.3157e-04 1/a.u.
Uncorrected temperature, formula: 694.72 K
Uncorrected, covariance equation: 694.72 K
Corrected, covariance equation: 300.00 K
TWO COUPLED COORDINATES
Masses: 2000.0, 4000.0 electron masses
Stiffness 11, 12, 22: 0.050, 0.010, 0.080 hartree/bohr^2
Force covariance 11, 12, 22: 2.500e-05, 7.500e-06, 1.250e-05 (hartree/bohr)^2
Added friction matrix 11, 12, 22: 0.26315, 0.07894, 0.13157 a.u.
Uncorrected mean kinetic temperature: 546.70 K
Uncorrected position temperatures: 392.87, 700.53 K
Corrected position temperatures: 300.00, 300.00 K
Frictionless heating, formula: 1.56250e-07 hartree/a.u.
Frictionless heating, propagated: 1.56447e-07 hartree/a.u.
Frictionless temperature rise: 1019.9 K/ps
ANHARMONIC WELL, POSITION-DEPENDENT NOISE, CORRECTED
Quartic constant q in q*x^4/4: 2.0 hartree/bohr^4
Noise length: 0.10 bohr
Mean x^2, Boltzmann integral: 0.009715 bohr^2
Mean x^2, trajectories: 0.009686 bohr^2
One-step defect ratio on halving the step: 7.852
HARMONIC WELL, POSITION-DEPENDENT NOISE, UNCORRECTED
Noise length: 0.40 bohr
Feedback ratio r: 0.15625
Temperature with feedback, formula: 823.4 K
Temperature with feedback, trajectories: 815.1 K
Shape <x^4>/(3<x^2>^2), weak-friction formula: 1.1020
Shape, moment equations: 1.1021
Shape, trajectories: 1.1011
TWO-VALUED FORCE NOISE, FREE PARTICLE, NO BATH
Added friction rate times step: 2.63146e-03
Momentum excess kurtosis: -5.26291e-03
verified
```
